# Why the Landau barrier times volume is not the switching barrier

**Q:** I want the activation energy for switching a ferroelectric film. The Landau energy density has two minima and a maximum at $P=0$. I take the height of that maximum, multiply by the volume of the crystal, and put the result in a Boltzmann factor. What is wrong with that?

**A:** Let us first fix a model in which the question has a definite answer. Take a uniaxial film of thickness $h$ and lateral area $A$, with a second-order Landau energy and a gradient term:

$$F=h\int\Big[-\frac a2P^2+\frac b4P^4-EP+\frac g2|\nabla P|^2\Big]dA,\qquad a,b,g>0.$$

$P$ points along the film normal and depends on the lateral coordinates alone, so $\nabla\cdot\mathbf P=0$ and there is no bound charge inside. Ideal electrodes at fixed voltage $Eh$ compensate the charge on the two faces, so the field stays at $E$. The side faces are free: the normal derivative of $P$ vanishes there. Elastic coupling, pinning, fringe fields and imperfect screening by the electrodes are left out. The last omission matters for thin films. An effective screening length $\lambda$ at each electrode leaves a depolarizing field of about $2\lambda P/(\varepsilon_0h)$, which lowers $a$ by about $2\lambda/(\varepsilon_0h)$. For the parameters used below, $\lambda\approx0.045$ Å would already cancel $a$, so the numbers that follow describe a film with nearly perfect screening. The film starts with $P<0$, and $E>0$ favours $P>0$.

Now measure polarization in $P_0=\sqrt{a/b}$, length in $\ell=\sqrt{g/a}$, and field by $e=E/(aP_0)$. With $P=P_0p$, the first three terms become $a^2/b$ times $-p^2/2$, $p^4/4$ and $-ep$, because $aP_0^2=bP_0^4=a^2/b$. The gradient term has the prefactor $gP_0^2/\ell^2=aP_0^2=a^2/b$ as well. The area element supplies $\ell^2=g/a$. Hence

$$F=\frac{hga}{b}\int\Big[f(p)+\tfrac12|\nabla p|^2\Big]dA,\qquad f=-\tfrac12p^2+\tfrac14p^4-ep,$$

with lengths now in units of $\ell$.

Your number is the uniform barrier at zero field. There $f(0)-f(\pm1)=0-(-\tfrac14)=\tfrac14$, which in ordinary units is

$$\Delta F_{\rm coh}(0)=\frac{a^2}{4b}\,hA .$$

This is the cost of one particular route, in which every part of the film passes through zero together. The activation energy is defined differently: for each continuous path from one state to the other, take the highest energy on it above the start, then take the lowest such value over all paths. Any single path gives an upper bound.

**Q:** How large is my number for a real-sized film, and does a field repair it?

**A:** Take round model parameters: $a=10^8\ \mathrm{J\,m/C^2}$, $P_0=0.2\ \mathrm{C/m^2}$, $g=10^{-10}\ \mathrm{J\,m^3/C^2}$, $h=10$ nm, and a square of side 1 µm at 300 K. Then $b=a/P_0^2=2.5\times10^9\ \mathrm{J\,m^5/C^4}$ and $\ell=1$ nm. The barrier density is $10^6\ \mathrm{J/m^3}$ and the volume is $10^{-20}\ \mathrm{m^3}$, so the product is $10^{-14}$ J, or $6.24\times10^4$ eV.

In a field, the uniform stationary states solve $p^3-p=e$. The left side has a local maximum at $p=-1/\sqrt3$ and a local minimum at $p=1/\sqrt3$, with values $\pm2/(3\sqrt3)$. So there are three roots $p_-<p_2<p_+$ for $|e|<e_c=2/(3\sqrt3)$. The outer two are minima of $f$ and the middle one is its maximum. The maximum is at $p=0$ only when $e=0$.

For $E=4$ MV/m we have $e=0.2$, about 52 % of the uniform coercive field of 7.70 MV/m. The roots are $-0.879$, $-0.209$ and $1.088$. The barrier density drops to $3.27\times10^5\ \mathrm{J/m^3}$, and the coherent barrier to $2.04\times10^4$ eV, or $7.9\times10^5\,kT$. It is still proportional to the area.

**Q:** But a path between two minima must cross the maximum between them. How could it avoid it?

**A:** That holds for one variable. The film has a whole field $p(x,y)$, and the uniform state $p_2$ is a maximum in many directions at once. Put $p=p_2+\eta$. The linear term vanishes because $p_2$ is stationary, and the quadratic one is

$$\delta^2F=\frac12\int\big[|\nabla\eta|^2-\kappa^2\eta^2\big]dA,\qquad \kappa^2=1-3p_2^2,$$

since $f''(p)=3p^2-1$. On a square of side $L$ with free edges, the modes are $\cos(m\pi x/L)\cos(n\pi y/L)$, with $m,n=0,1,2,\dots$. A mode lowers the energy if

$$\Big(\frac{\pi}{L}\Big)^2(m^2+n^2)<\kappa^2 .$$

The mode $m=n=0$ is coherent reversal. If a second mode also satisfies the inequality, the uniform maximum can be bypassed. Let $s$ and $t$ be the amplitudes of the two normalized modes, with curvatures $-\lambda_0$ and $-\lambda_1$. Near the top,

$$F\simeq F(p_2)-\tfrac12\lambda_0s^2-\tfrac12\lambda_1t^2 .$$

The coherent path runs along $t=0$ through $s=0$. Replace its section $|s|<\epsilon$ by the half circle $t=\sqrt{\epsilon^2-s^2}$. Everywhere on this detour $s^2+t^2=\epsilon^2$, so the energy is below $F(p_2)$. The top of the coherent path is therefore not the lowest pass.

For large $L$, the pairs $(m,n)$ fill a quarter disc of radius $\kappa L/\pi$, so their number grows as $\kappa^2L^2/(4\pi)$. In our film at 4 MV/m there are 69,432 unstable modes. The counting rule was tested by diagonalizing the second variation for a square of side $16\ell$, where both give 22.

**Q:** Then is coherent reversal ever the right picture?

**A:** Yes, in a small enough square. A lowest pass is a stationary state, so it obeys $-\nabla^2p=p-p^3+e$. Let $\bar p$ be the mean of $p$. Multiply by $p-\bar p$ and integrate. The boundary term vanishes at free edges, which leaves

$$\int|\nabla p|^2dA=\int(p-p^3+e)(p-\bar p)\,dA .$$

Because $\int(p-\bar p)\,dA=0$, we may subtract the constant $\bar p-\bar p^3+e$ from the first bracket:

$$\int|\nabla p|^2dA=\int\big[(p-\bar p)^2-(p^3-\bar p^3)(p-\bar p)\big]dA\le\int(p-\bar p)^2dA .$$

The dropped term is nonnegative because $p^3$ increases with $p$. On the other hand, $p-\bar p$ contains no constant mode, and every other mode has squared wavenumber at least $(\pi/L)^2$. Thus

$$\Big(\frac{\pi}{L}\Big)^2\int(p-\bar p)^2dA\le\int|\nabla p|^2dA\le\int(p-\bar p)^2dA .$$

If $L<\pi$, this forces $p=\bar p$. In ordinary units, a square with $L<\pi\ell=3.14$ nm has no nonuniform stationary state in this model, and the pass is the coherent one.

The same argument applies to a strip in which $p$ varies along one direction. At zero field and length $3\ell$, searches from random nonuniform starts that converged found uniform states alone. At $3.5\ell$ a nonuniform state exists, with reduced energy 0.853 per unit width against 0.875 for the coherent maximum. At this length the advantage is only about 2.5 % of the coherent value.

**Q:** For a large film, what replaces the coherent route at zero field?

**A:** A domain wall can be swept across. A flat static wall at $e=0$ obeys $p''=p^3-p$. Multiply by $p'$ and integrate once:

$$\tfrac12p'^2=\tfrac14(1-p^2)^2 .$$

The constant is zero because $p'\to0$ as $p\to\pm1$. The rising solution has $p'=(1-p^2)/\sqrt2$, so $p=\tanh(x/\sqrt2)$. Its energy density above the uniform state is $\tfrac12p'^2+\tfrac14(1-p^2)^2=p'^2$, and the energy per unit length of wall is

$$\tilde\sigma=\int p'^2dx=\int_{-1}^{1}\frac{1-p^2}{\sqrt2}\,dp=\frac{1}{\sqrt2}\cdot\frac43=\frac{2\sqrt2}{3}.$$

Restoring units, the wall energy per area is $\tilde\sigma$ times $(a^2/b)\ell$:

$$\sigma=\frac{2\sqrt2}{3}\,\frac{\sqrt g\,a^{3/2}}{b}.$$

Now use the path $p=\tanh[(x-X)/\sqrt2]$ inside the film and move $X$ from far on one side to far on the other. At each $X$ the film holds a part of the full wall profile. Its energy is an integral of the nonnegative quantity $p'^2$ over part of the line, so it cannot exceed the full wall energy. Hence

$$\Delta F(0)\le\sigma hL .$$

This grows as $L$, while the coherent value grows as $L^2$. Here $\sigma=3.77\ \mathrm{mJ/m^2}$ and $hL=10^{-14}\ \mathrm{m^2}$, giving 235 eV. That is far below $6.24\times10^4$ eV, but it is still about $9100\,kT$. At zero field the two states have equal energy, and nothing repays the cost of the wall until it has left the film.

**Q:** And with the field on? The wall energy should then have competition.

**A:** It does, and in a film much wider than the critical nucleus this removes the dependence on film size. Consider a reversed cylinder of radius $R$ that spans the thickness. At small $e$ the outer states are near $\pm1$, so reversing unit area gains $f(p_-)-f(p_+)\simeq2e$. The wall costs $\tilde\sigma$ per unit length. To leading order in small field,

$$\Delta F(R)\simeq2\pi R\tilde\sigma-2\pi eR^2 .$$

Setting the derivative $2\pi\tilde\sigma-4\pi eR$ to zero gives $R_*=\tilde\sigma/(2e)$. Substitution gives the reduced barrier

$$\Phi\simeq\frac{\pi\tilde\sigma^2}{e}-\frac{\pi\tilde\sigma^2}{2e}=\frac{\pi\tilde\sigma^2}{2e},\qquad\text{that is,}\qquad \Delta F_*\simeq\frac{\pi h\sigma^2}{2P_0E}.$$

The lateral area $A$ has gone. Smaller cylinders shrink and larger ones grow.

At $e=0.2$ this estimate gives $R_*\simeq2.4\ell$, comparable with the wall width, so a sharp wall is a poor approximation. The critical cylinder must then be found from the stationary equation for a radial profile,

$$p''+\frac{p'}{r}=p^3-p-e,\qquad p'(0)=0,\quad p(\infty)=p_- .$$

There is a useful check on its solution. Let $G=\int\tfrac12|\nabla p|^2dA$ and $U=\int[f(p)-f(p_-)]dA$. Stretch the profile to $p(r/\lambda)$. In two dimensions the area grows as $\lambda^2$ and the squared gradient falls as $\lambda^{-2}$, so $G$ is unchanged while $U$ becomes $\lambda^2U$. The energy is stationary at $\lambda=1$, which requires $2U=0$. The cost of the less favourable polarization in the wall balances the gain in the core, and $\Phi=G+U=G$. The computed profiles were tested against this identity.

The results, beside the thin-wall estimate, are:

| $e$ | $\Phi$ | thin wall | ratio |
|---|---|---|---|
| 0.05 | 27.57 | 27.93 | 0.987 |
| 0.10 | 13.24 | 13.96 | 0.948 |
| 0.20 | 5.36 | 6.98 | 0.767 |
| 0.30 | 1.92 | 4.65 | 0.413 |

The simple formula is good at low field and overestimates the barrier by a growing factor as the coercive value $0.385$ is approached.

The energy unit is $hga/b=0.2497$ eV. At $e=0.2$ an interior nucleus therefore costs $5.358\times0.2497=1.34$ eV, or $52\,kT$.

**Q:** Fifty-two $kT$ is still a great deal. Must the nucleus form in the interior?

**A:** No. Cut the critical cylinder along a diameter. By symmetry the derivative of $p$ across the cut is zero, which is the condition at a free side face. Half the cylinder is thus a stationary state at a straight edge, with energy $\Phi/2$. A second cut at right angles gives a state at a square corner, with energy $\Phi/4$. This requires the other edges to be far enough away that $p$ has settled to $p_-$ there.

For our film the costs are:

- edge: $1.338/2=0.669$ eV, or $25.9\,kT$;
- corner: $1.338/4=0.334$ eV, or $12.9\,kT$.

The coherent barrier at the same field is about $6.1\times10^4$ times the corner value.

The corner state was also computed on a square grid, without assuming radial symmetry. Its reduced energy is 1.3376 for sides of both $12\ell$ and $18\ell$, within about 0.13 % of $\Phi/4$. Between those two films the coherent barrier rises from 11.8 to 26.5, the ratio of the areas. This is the direct comparison you need: enlarging the film changes one number and leaves the other alone.

**Q:** A stationary state with low energy is not yet a route. How do you know that it connects the two polarizations?

**A:** Two things were tested in the square of side $12\ell$. First, the two lowest eigenvalues of the second variation at the corner state are $-0.238$ and $+0.468$ on a grid of spacing $0.2\ell$ (finer resolution shifts them by up to about $0.002$). There is one unstable direction, as a pass should have. Second, the state was displaced slightly each way along that direction and allowed to descend. The energy fell throughout. One run ended at the uniform state $p_+$ and the other at $p_-$.

Reverse the second descent and join it to the first. The result is a continuous path from $p_-$ to $p_+$ whose highest point is the corner nucleus. So within this model

$$\Delta F\le\frac{\Phi(e)}{4}\,\frac{hga}{b}$$

for that film at $e=0.2$, the field of the test. The descent was not run for the 1 µm film. There I extend the result by the thin-wall argument: for a quarter disc, the derivative of the energy with respect to $R$ is $\tfrac12\pi(\tilde\sigma-2eR)$, which is negative beyond $R_*$, so the energy keeps falling as the domain spreads.

The inequality also covers more general polarization patterns. If $P$ may vary through the thickness, our path is still available, and additional paths can lower the barrier but cannot raise it. The same caution applies to defects: a favourable one may provide a cheaper start, which this calculation does not estimate.

**Q:** Suppose the film already contains a domain wall. Does it need a nucleus at all?

**A:** Not in this model, if the wall is flat, joins two opposite side faces and is far enough from the face behind it. That distance is about $\ell$ at $e=0.2$ and grows logarithmically as the field falls, to about $4\ell$ at $e=10^{-4}$. A straight wall that joins two adjacent faces and cuts off a corner can instead bend and retreat when the corner is small compared with $R_*$. In a square of side $30\ell$ at $e=0.02$, a reversed corner with legs of $20\ell$ disappears. A wall around a closed domain is different: a round domain smaller than the critical cylinder shrinks and disappears, and the film must still pay for a nucleus. For the flat wall, let the polarization relax according to

$$\Gamma\frac{\partial P}{\partial t}=g\nabla^2P+aP-bP^3+E .$$

The right side is minus the functional derivative of $F/h$. Therefore

$$\frac{dF}{dt}=-h\Gamma\int\Big(\frac{\partial P}{\partial t}\Big)^2dA\le0,$$

and a moving wall goes downhill all the time.

Its speed can be found in closed form. Divide by $aP_0$ and use $\Gamma/a$ as the unit of time: $p_t=p''+p-p^3+e$. Let $p_+$ lie on the left and advance to the right, with $p=p(x-vt)$. Since $p^3-p-e=(p-p_-)(p-p_2)(p-p_+)$,

$$-vp'=p''-(p-p_-)(p-p_2)(p-p_+).$$

Try $p'=k(p-p_-)(p-p_+)$ with $k>0$, which is negative between the two outer states, as required. Differentiation gives $p''=k(2p-p_--p_+)p'$, and the cubic equals $(p-p_2)p'/k$. Dividing by $p'$,

$$-v=k(2p-p_--p_+)-\frac{p-p_2}{k}.$$

This must hold for every $p$ in the wall. The terms in $p$ cancel if $2k=1/k$, so $k=1/\sqrt2$. The remaining terms give

$$v=\frac{p_-+p_+-2p_2}{\sqrt2}=-\frac{3p_2}{\sqrt2},$$

where the last step uses $p_-+p_2+p_+=0$, because the cubic has no $p^2$ term. For small $e$, $p_2\simeq-e$ and $v\simeq3e/\sqrt2$: the speed is proportional to the field, with no threshold.

At $e=0.2$ the formula gives 0.4437. A simulated wall moved at 0.4429, about 0.2 % slower, and its energy fell between all recorded times. With $\Gamma=0.1\ \Omega\,$m the speed unit is $\ell a/\Gamma=10^{-9}\times10^8/0.1=1$ m/s. The wall moves at 0.44 m/s and crosses 1 µm in about 2.3 µs, at a field where coherent reversal would have to climb $2.04\times10^4$ eV.

A real lattice or defects can pin the wall. Pinning adds barriers to wall motion, and since the model omits it, the absence of a threshold should not be carried over to a pinned wall.

**Q:** So can I insert the nucleus energy into the Boltzmann factor and quote a switching time?

**A:** You have the exponent for a stated route, but not the time. For the corner, $e^{-12.9}$ is about $2.5\times10^{-6}$; for the interior, $e^{-51.7}$ is about $3.5\times10^{-23}$. A rate also needs a prefactor, which we have not calculated. If interior sites act independently, their number grows with area, so a larger film offers more chances for a first nucleus. Your original formula would instead make a larger film exponentially harder to switch.

The nucleus route has its own limits. Its energy is proportional to $h$ for a cylinder spanning the film, and it rises as $1/E$ at low field. At $e=0.05$ the interior value is already 6.88 eV, about $266\,kT$. A perfect, wall-free interior can therefore remain unswitched for a very long time even though the coherent barrier is irrelevant to it. A clean edge or corner helps too little at this field, since the costs there are still about $133\,kT$ and $67\,kT$. What remains are walls left from earlier switching, and defects, which this model leaves out.

**Q:** What should I still use the Landau maximum for?

**A:** It gives the coherent barrier of a square smaller than $\pi\ell$, within the restriction that $P$ is uniform through the thickness. The Landau curve also gives the field $e_c$ at which the uniform metastable state loses its minimum; beyond that field there is no barrier even for coherent reversal. Below $e_c$, in a film much wider than the critical nucleus, the energy to look for is that of the cheapest local change that can grow. At fields so low that $R_*$ is comparable with the film side, a wall swept across the film can be cheaper, and its cost depends on $L$. In a field that favours the new state, if a flat, free wall already joins two opposite side faces and is far enough from the face behind it, the barrier is zero in this model. The numerical output gives the values used here in more detail.

## Values computed for the example and the checks

```
a = 1e+08 J m/C^2, b = 2.5e+09 J m^5/C^4, g = 1e-10 J m^3/C^2
P0 = 0.2 C/m^2, length l = 1.000 nm
h = 10.0 nm, side = 1.00 um, T = 300 K
kT = 0.02585 eV, Gamma = 0.10 ohm m
coercive field (uniform) = 7.698 MV/m
applied field E = 4.000 MV/m, reduced e = 0.20
E / coercive field = 0.5196
p_minus, p_mid, p_plus = -0.87889, -0.20915, 1.08803
Landau barrier density, E=0 = 1e+06 J/m^3
coherent barrier density at E = 3.269e+05 J/m^3
energy unit h g a/b = 0.24966 eV
coherent barrier, E=0 = 62415 eV
coherent barrier at E = 20401 eV
coherent barrier at E / kT = 7.891e+05
wall energy sigma = 3.7712 mJ/m^2
reduced wall energy: formula 0.94281, grid 0.94275
one-wall bound, E=0 = 235.38 eV
one-wall bound, E=0 / kT = 9105
e = 0.05: Phi = 27.5719, thin-wall = 27.9253, ratio = 0.9873, barrier = 6.8836 eV
e = 0.10: Phi = 13.2397, thin-wall = 13.9626, ratio = 0.9482, barrier = 3.3054 eV
e = 0.20: Phi = 5.3576, thin-wall = 6.9813, ratio = 0.7674, barrier = 1.3376 eV
e = 0.30: Phi = 1.9234, thin-wall = 4.6542, ratio = 0.4133, barrier = 0.4802 eV
interior nucleus barrier at E = 1.3376 eV = 51.74 kT
edge nucleus barrier at E = 0.6688 eV = 25.87 kT
corner nucleus barrier at E = 0.3344 eV = 12.93 kT
coherent / corner barrier at E = 6.101e+04
corner barrier, reduced: side 12 l 1.33760, side 18 l 1.33760, Phi/4 1.33939
edge barrier, reduced: side 18 l 2.67521, Phi/2 2.67879
coherent barrier, reduced: side 12 l 11.7667, side 18 l 26.4752
two lowest corner Hessian values = -0.23819, 0.46758
mean p after descent: 1.0880 and -0.8788
unstable modes of uniform maximum, side 16 l = 22
unstable modes, 1 um film at E = 69432
coherent-only size pi*l = 3.1416 nm
strip 3.5 l, E=0, reduced: nonuniform 0.85279, coherent 0.87500
reduced wall speed: formula 0.44367, run 0.44287
wall speed at E = 0.4437 m/s
wall crossing time for the film = 2.254 us
```
